# The r⁻⁴ Tail of the Correlation Potential and Its Dipole Partner: verification in Python

```python
# Result under test: for a valence electron outside a closed-shell core, the
# direct second-order correlation potential Sigma acts at large r as
# -alpha/(2 r^4), and the matching dipole operator is r*(1 - alpha/r^3).
# alpha: uncoupled Dirac-Hartree-Fock (DHF) dipole polarizability of the core;
# beta = (1/3) sum |d|^2/gap^2 gives the first nonadiabatic correction.
# System: Na (core Na+), point nucleus, atomic units. P, Q: large and small
# radial functions; kappa: Dirac angular quantum number; c: speed of light.
from functools import lru_cache
from math import factorial
from types import SimpleNamespace
import numpy as np
from numpy.polynomial import legendre
from scipy import constants
from scipy.interpolate import BSpline
from scipy.linalg import eigh, eigvalsh
from scipy.optimize import brentq
from scipy.special import lpmv
from sympy import Rational
from sympy.physics.wigner import wigner_3j
from pyscf import gto, scf

Z = 11
C0 = 1.0 / constants.fine_structure
CORE = {-1: 2, 1: 1, -2: 1}          # number of core shells for each kappa
BOX, DEGREE, CELLS, NG = 90.0, 7, 70, 8

# ---- radial grid: Gauss points in cells, dense near the nucleus ----
fine = np.concatenate([[0.0], np.geomspace(1e-6, BOX, 20000)])
count = 4.5 * np.log1p(fine / 0.01) + 0.35 * fine
edges = np.interp(np.linspace(0, count[-1], CELLS + 1), count, fine)
edges[0], edges[-1] = 0.0, BOX
x, gw = legendre.leggauss(NG)
half = np.diff(edges) / 2
r = ((edges[:-1] + half)[:, None] + half[:, None] * x).ravel()
w = (half[:, None] * gw).ravel()
cell = np.repeat(np.arange(CELLS), NG)

# running integral from 0 to r_i of a function known at the grid points
primitive = np.stack([legendre.legval(x, legendre.legint(np.eye(NG)[p], lbnd=-1))
                      for p in range(NG)], axis=1)
inside = primitive @ np.linalg.inv(legendre.legvander(x, NG - 1))
running = np.where(cell[:, None] > cell[None, :], w[None, :], 0.0)
for i in range(CELLS):
    s = slice(i * NG, (i + 1) * NG)
    running[s, s] = inside * half[i]


@lru_cache(None)
def coulomb(k):
    """Matrix taking a radial density to its multipole-k potential."""
    ri, rj = r[:, None], r[None, :]
    return (running * rj**k / ri**(k + 1)
            + (w[None, :] - running) * ri**k / rj**(k + 1))


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


@lru_cache(None)
def three_j_sq(k, ka, kb):
    if (orbital_l(ka) + orbital_l(kb) + k) % 2:
        return 0.0
    ja, jb = Rational(2 * abs(ka) - 1, 2), Rational(2 * abs(kb) - 1, 2)
    h = Rational(1, 2)
    return float(wigner_3j(ja, k, jb, -h, 0, h)**2)


def reduced_sq(k, ka, kb):
    """Square of the reduced matrix element of the tensor C^k."""
    return 4 * abs(ka * kb) * three_j_sq(k, ka, kb)


def partners(k, kappa):
    top = abs(kappa) + k
    return [q for q in range(-top, top + 1) if q and three_j_sq(k, q, kappa) > 0]


knots = np.concatenate([[0.0] * DEGREE, edges, [BOX] * DEGREE])
nspl = len(knots) - DEGREE - 1
spline = BSpline(knots, np.eye(nspl), DEGREE)
B_ALL, DB_ALL = spline(r), spline.derivative()(r)


@lru_cache(None)
def basis(kappa):
    """Kinetically balanced B-splines with the right start at the nucleus."""
    first = orbital_l(kappa) + 1
    large, dlarge = B_ALL[:, first:-1], DB_ALL[:, first:-1]
    norm = np.sqrt(w @ large**2)
    large, dlarge = large / norm, dlarge / norm
    balanced = dlarge + kappa * large / r[:, None]
    small = balanced / np.sqrt(w @ balanced**2)
    n = large.shape[1]
    overlap = np.zeros((2 * n, 2 * n))
    overlap[:n, :n] = (w * large.T) @ large
    overlap[n:, n:] = (w * small.T) @ small
    return SimpleNamespace(n=n, L=large, dL=dlarge, DL=balanced, S=small,
                           overlap=overlap)


def one_body(kappa, potential, c):
    b = basis(kappa)
    n = b.n
    m = np.zeros((2 * n, 2 * n))
    m[:n, :n] = (w * potential * b.L.T) @ b.L
    m[n:, n:] = (w * (potential - 2 * c * c) * b.S.T) @ b.S
    m[:n, n:] = c * (w * b.DL.T) @ b.S
    m[n:, :n] = m[:n, n:].T
    return m


def fock(kappa, core, c):
    """DHF matrix; an empty core list gives a screened starting potential."""
    b = basis(kappa)
    v = -Z / r
    if core:
        density = sum(2 * abs(kb) * (P * P + Q * Q) for kb, P, Q in core)
        v = v + coulomb(0) @ density
    else:
        v = v + (Z - 1) * (1 - np.exp(-2 * r)) / r
    m = one_body(kappa, v, c)
    for kb, P, Q in core:
        rho = np.hstack([P[:, None] * b.L, Q[:, None] * b.S])
        for k in range(abs(kappa) + abs(kb)):
            t = three_j_sq(k, kappa, kb)
            if t > 0:
                X = (w * rho.T) @ (coulomb(k) @ rho)
                m -= abs(kb) * t * (X + X.T)
    return m


def solve_core(c):
    """Self-consistent core orbitals and total energy of Na+."""
    core, old_matrix, old_eps = [], {}, None
    tol = 1e-7 * (c / C0)**2
    for _ in range(80):
        new_core, eps, energy = [], [], 0.0
        for kappa, shells in CORE.items():
            b = basis(kappa)
            m = fock(kappa, core, c)
            if core and kappa in old_matrix:
                m = 0.75 * m + 0.25 * old_matrix[kappa]
            if core:
                old_matrix[kappa] = m
            e, vec = eigh(m, b.overlap)
            start = int(np.sum(e < -c * c))
            bare = one_body(kappa, -Z / r, c)
            for i in range(start, start + shells):
                u = vec[:, i]
                new_core.append((kappa, b.L @ u[:b.n], b.S @ u[b.n:]))
                eps.append(e[i])
                energy += abs(kappa) * (e[i] + u @ bare @ u)
        core, eps = new_core, np.array(eps)
        if old_eps is not None and np.max(np.abs(eps - old_eps)) < tol:
            return core, energy
        old_eps = eps
    raise AssertionError("DHF iteration did not converge")


core_orbitals, energy_dhf = solve_core(C0)
_, energy_10c = solve_core(10 * C0)
energy_nonrel = energy_10c + (energy_10c - energy_dhf) / 99
molecule = gto.M(atom="Na 0 0 0", charge=1, spin=0, basis="def2-qzvp", verbose=0)
energy_gauss = scf.RHF(molecule).kernel()
assert abs(energy_nonrel - energy_gauss) < 0.01


@lru_cache(None)
def spectrum(kappa):
    b = basis(kappa)
    e, vec = eigh(fock(kappa, core_orbitals, C0), b.overlap)
    P, Q, dP = b.L @ vec[:b.n], b.S @ vec[b.n:], b.dL @ vec[:b.n]
    s = int(np.sum(e < -C0 * C0))
    return SimpleNamespace(e=e[s:], P=P[:, s:], Q=Q[:, s:], dP=dP[:, s:],
                           negP=P[:, :s], negQ=Q[:, :s])


def core_excitations(k):
    """Yield angular factor, gaps, transition potentials, r^k integrals, a, e_n."""
    for ka, shells in CORE.items():
        sa = spectrum(ka)
        for kn in partners(k, ka):
            sn, nc = spectrum(kn), CORE.get(kn, 0)
            for a in range(shells):
                rho = (sn.P[:, nc:] * sa.P[:, [a]] + sn.Q[:, nc:] * sa.Q[:, [a]])
                yield (reduced_sq(k, kn, ka), sn.e[nc:] - sa.e[a],
                       coulomb(k) @ rho, (w * r**k) @ rho)


def polarizability(k, omega=0.0):
    return 2 / (2 * k + 1) * sum(np.sum(f * D**2 * gap / (gap**2 - omega**2))
                                 for f, gap, _, D in core_excitations(k))


def sigma(kv, iv, k):
    """Direct second-order shift (particle, hole) and pointwise action on P_v."""
    sv = spectrum(kv)
    Pv, Qv, ev = sv.P[:, [iv]], sv.Q[:, [iv]], sv.e[iv]
    particle = hole = 0.0
    action, action_hole = np.zeros_like(r), np.zeros_like(r)
    for f, gap, Y, _ in core_excitations(k):
        for km in partners(k, kv):
            sm, nc = spectrum(km), CORE.get(km, 0)
            T = (w[:, None] * (sm.P * Pv + sm.Q * Qv)).T @ Y
            den = ev - sm.e[:, None] - gap[None, :]
            den[:nc] = ev - sm.e[:nc, None] + gap[None, :]
            X = f * reduced_sq(k, km, kv) / ((2 * k + 1) * 2 * abs(kv)) * T / den
            particle += np.sum(X[nc:] * T[nc:])
            hole += np.sum(X[:nc] * T[:nc])
            action += np.sum((sm.P @ X) * Y, axis=1)
            action_hole += np.sum((sm.P[:, :nc] @ X[:nc]) * Y, axis=1)
    return particle, hole, action, action_hole


def radial_mean(f, kv, iv, kw=None, iw=None):
    a = spectrum(kv)
    b, j = (a, iv) if kw is None else (spectrum(kw), iw)
    return np.sum(w * f * (a.P[:, iv] * b.P[:, j] + a.Q[:, iv] * b.Q[:, j]))


alpha = polarizability(1)
alpha2 = polarizability(2)
beta = sum(np.sum(f * D**2 / gap**2) for f, gap, _, D in core_excitations(1)) / 3

# ---- core diagonalized in a uniform field plus a distant charge ----
ANG_X, ANG_W = legendre.leggauss(24)


def spinor(kappa, m):
    """Polar-angle part of a spherical spinor, from its definition."""
    l = orbital_l(kappa)

    def theta(mu):
        q = abs(mu)
        if q > l:
            return np.zeros_like(ANG_X)
        norm = np.sqrt((2 * l + 1) / 2 * factorial(l - q) / factorial(l + q))
        return (-1.0)**(q if mu < 0 else 0) * norm * lpmv(q, l, ANG_X)

    plus = np.sqrt((l + m + 0.5) / (2 * l + 1))
    minus = np.sqrt(max(l - m + 0.5, 0.0) / (2 * l + 1))
    up, down = (plus, minus) if kappa < 0 else (-minus, plus)
    return up * theta(round(m - 0.5)), down * theta(round(m + 0.5))


def core_sum(field, charge, distance):
    """Sum of occupied orbital energies in a frozen DHF potential + dipole field."""
    f = field * r + charge * np.where(r < distance, r / distance**2, distance / r**2)
    total = 0.0
    for m in (0.5, 1.5):
        kappas = [q for q in (-1, 1, -2, 2, -3) if abs(q) >= m + 0.5]
        blocks = []
        for p in kappas:
            sp, row = spectrum(p), []
            for q in kappas:
                sq = spectrum(q)
                a, b = spinor(p, m), spinor(q, m)
                ang = np.sum(ANG_W * ANG_X * (a[0] * b[0] + a[1] * b[1]))
                block = ang * ((w * f * sp.P.T) @ sq.P + (w * f * sp.Q.T) @ sq.Q)
                row.append(block + (np.diag(sp.e) if p == q else 0.0))
            blocks.append(row)
        occupied = sum(CORE.get(q, 0) for q in kappas)
        total += 2 * np.sum(eigvalsh(np.block(blocks))[:occupied])
    return total


F, q_test, R_test = 0.003, 1.0, 10.0
cross = sum(s * t * core_sum(s * F, t * q_test, R_test)
            for s in (1, -1) for t in (1, -1)) / (4 * F * q_test)
assert abs(cross / (-alpha / R_test**2) - 1) < 2e-3

print(f"Na+ DHF total energy: {energy_dhf:.4f} hartree")
print(f"Na+ nonrelativistic limit: {energy_nonrel:.4f} hartree")
print(f"Na+ Gaussian-basis HF: {energy_gauss:.4f} hartree")
for name, kv, iv in (("2p1/2", 1, 0), ("2p3/2", -2, 0), ("3s1/2", -1, 2),
                     ("3p1/2", 1, 1), ("4f7/2", -4, 0), ("5g9/2", -5, 0)):
    print(f"orbital energy {name}: {spectrum(kv).e[iv]:.5f} hartree")
bohr_angstrom = constants.value("Bohr radius") * 1e10
print(f"alpha (uncoupled DHF): {alpha:.5f} bohr^3")
print(f"alpha converted: {alpha * bohr_angstrom**3:.5f} angstrom^3")
print(f"beta: {beta:.5f} a.u.")
print(f"mean gap alpha/(2 beta): {alpha / (2 * beta):.4f} hartree")
print(f"quadrupole alpha2: {alpha2:.5f} bohr^5")
print(f"test charge distance: {R_test:.1f} bohr")
print(f"dipole cross term, diagonalized: {cross:.7f} bohr")
print(f"dipole cross term, -alpha/R^2: {-alpha / R_test**2:.7f} bohr")

# ---- pointwise action of Sigma on the 3s function (dipole part) ----
s3_particle, s3_hole, action, action_hole = sigma(-1, 2, 1)
P3, dP3 = spectrum(-1).P[:, 2], spectrum(-1).dP[:, 2]
previous = np.inf
print("3s action divided by -alpha/(2r^4): r, sum, formula with beta")
for target in (8.0, 12.0, 16.0):
    i = int(np.argmin(np.abs(r - target)))
    ratio = -2 * r[i]**4 * action[i] / (alpha * P3[i])
    formula = 1 - 4 * beta / alpha * (dP3[i] / P3[i] - 1 / r[i]) / r[i]
    print(f"  r={r[i]:.3f} bohr: {ratio:.4f}, {formula:.4f} (ratios)")
    assert abs(ratio - formula) < 0.02
    assert abs(ratio - formula) < 0.5 * abs(ratio - 1)
    assert abs(ratio - 1) < previous
    assert abs(action_hole[i] / action[i]) < 1e-2
    previous = abs(ratio - 1)
print(f"hole share of action at last r: {abs(action_hole[i] / action[i]):.1e}")

# ---- expectation values for nonpenetrating states ----
deviation = {}
for name, kv in (("4f7/2", -4), ("5g9/2", -5)):
    shift = sum(sigma(kv, 0, 1)[:2])
    r4, r6 = radial_mean(r**-4, kv, 0), radial_mean(r**-6, kv, 0)
    tail = -alpha / 2 * r4
    better = tail + 3 * beta * r6
    deviation[name] = abs(shift / tail - 1)
    print(f"{name} dipole shift, double sum: {shift:.5e} hartree")
    print(f"{name} shift, -alpha<r^-4>/2: {tail:.5e} hartree")
    print(f"{name} shift, with +3beta<r^-6>: {better:.5e} hartree")
    assert abs(shift - better) < 0.5 * abs(shift - tail)
assert deviation["5g9/2"] < 0.02 and deviation["5g9/2"] < deviation["4f7/2"]
quad = sum(sigma(-5, 0, 2)[:2])
quad_tail = -alpha2 / 2 * r6
assert abs(quad / quad_tail - 1) < 0.08
assert abs(sum(sigma(-5, 0, 0)[:2])) < 1e-5 * abs(shift)
print(f"5g9/2 quadrupole shift, double sum: {quad:.4e} hartree")
print(f"5g9/2 shift, -alpha2<r^-6>/2: {quad_tail:.4e} hartree")

# ---- weight of the omitted negative-energy states ----
v5 = spectrum(-5)
negative = 0.0
for km in partners(1, -5):
    sm = spectrum(km)
    overlap = (w / r**2 * v5.P[:, 0]) @ sm.negP + (w / r**2 * v5.Q[:, 0]) @ sm.negQ
    negative += reduced_sq(1, km, -5) / 10 * np.sum(overlap**2)
negative_formula = 6 * r6 / (4 * C0**2)
assert abs(negative / negative_formula - 1) < 0.05
print(f"5g negative-energy weight, summed: {negative:.4e} bohr^-4")
print(f"5g weight, 6<r^-6>/(4c^2): {negative_formula:.4e} bohr^-4")


# ---- correction to transition amplitudes ----
def dipole_correction(kv, iv, kw, iw):
    """Direct core-polarization correction to the radial dipole integral."""
    a, b = spectrum(kv), spectrum(kw)
    omega = b.e[iw] - a.e[iv]
    rho = w * (a.P[:, iv] * b.P[:, iw] + a.Q[:, iv] * b.Q[:, iw])
    value = -sum(np.sum(f * D * (rho @ Y) * (1 / (gap - omega) + 1 / (gap + omega)))
                 for f, gap, Y, D in core_excitations(1)) / 3
    return value, omega


fg, omega_fg = dipole_correction(-4, 0, -5, 0)
fg_tail = -polarizability(1, omega_fg) * radial_mean(r**-2, -4, 0, -5, 0)
assert abs(fg / fg_tail - 1) < 1e-3
print(f"4f-5g dipole correction, sum: {fg:.5e} bohr")
print(f"4f-5g correction, -alpha(w)<r^-2>: {fg_tail:.5e} bohr")


# ---- cut-off model: radius fitted to the 3s dipole shift only ----
def cutoff(rho_c):
    return -np.expm1(-(r / rho_c)**6)


def model_shift(rho_c, kv, iv):
    return -alpha / 2 * radial_mean(cutoff(rho_c) / r**4, kv, iv)


s3 = s3_particle + s3_hole
rho_c = brentq(lambda t: model_shift(t, -1, 2) - s3, 0.2, 8.0)
p3 = sum(sigma(1, 1, 1)[:2])
sp, omega_sp = dipole_correction(-1, 2, 1, 1)
sp_model = -alpha * radial_mean(np.sqrt(cutoff(rho_c)) / r**2, -1, 2, 1, 1)
sp_uncut = -alpha * radial_mean(r**-2, -1, 2, 1, 1)
sp_bare = radial_mean(r, -1, 2, 1, 1)
sign = np.sign(sp_bare)
print(f"3s dipole shift, particle part: {s3_particle:.6f} hartree")
print(f"3s dipole shift, hole part: {s3_hole:.6f} hartree")
print(f"3s dipole shift, total: {s3:.6f} hartree")
print(f"fitted cut-off radius: {rho_c:.4f} bohr")
print(f"3p1/2 dipole shift, double sum: {p3:.6f} hartree")
print(f"3p1/2 shift, cut-off model: {model_shift(rho_c, 1, 1):.6f} hartree")
print(f"3s-3p1/2 transition energy, DHF: {omega_sp:.5f} hartree")
print(f"3s-3p1/2 radial dipole, DHF: {sign * sp_bare:.5f} bohr")
print(f"3s-3p1/2 correction, explicit sum: {sign * sp:.5f} bohr")
print(f"3s-3p1/2 correction, cut-off model: {sign * sp_model:.5f} bohr")
print(f"3s-3p1/2 correction, no cut-off: {sign * sp_uncut:.5f} bohr")
print("PASS")
```

Running it gives:

```
Na+ DHF total energy: -161.8960 hartree
Na+ nonrelativistic limit: -161.6770 hartree
Na+ Gaussian-basis HF: -161.6768 hartree
orbital energy 2p1/2: -1.80142 hartree
orbital energy 2p3/2: -1.79401 hartree
orbital energy 3s1/2: -0.18203 hartree
orbital energy 3p1/2: -0.10949 hartree
orbital energy 4f7/2: -0.03125 hartree
orbital energy 5g9/2: -0.02000 hartree
alpha (uncoupled DHF): 0.83381 bohr^3
alpha converted: 0.12356 angstrom^3
beta: 0.15389 a.u.
mean gap alpha/(2 beta): 2.7091 hartree
quadrupole alpha2: 1.21476 bohr^5
test charge distance: 10.0 bohr
dipole cross term, diagonalized: -0.0083384 bohr
dipole cross term, -alpha/R^2: -0.0083381 bohr
3s action divided by -alpha/(2r^4): r, sum, formula with beta
  r=8.007 bohr: 1.0505, 1.0466 (ratios)
  r=12.035 bohr: 1.0354, 1.0332 (ratios)
  r=15.894 bohr: 1.0272, 1.0259 (ratios)
hole share of action at last r: 2.8e-09
4f7/2 dipole shift, double sum: -1.52148e-05 hartree
4f7/2 shift, -alpha<r^-4>/2: -1.55220e-05 hartree
4f7/2 shift, with +3beta<r^-6>: -1.51566e-05 hartree
5g9/2 dipole shift, double sum: -2.10599e-06 hartree
5g9/2 shift, -alpha<r^-4>/2: -2.11765e-06 hartree
5g9/2 shift, with +3beta<r^-6>: -2.10515e-06 hartree
5g9/2 quadrupole shift, double sum: -1.5976e-08 hartree
5g9/2 shift, -alpha2<r^-6>/2: -1.6456e-08 hartree
5g negative-energy weight, summed: 2.1641e-12 bohr^-4
5g weight, 6<r^-6>/(4c^2): 2.1641e-12 bohr^-4
4f-5g dipole correction, sum: 1.87009e-03 bohr
4f-5g correction, -alpha(w)<r^-2>: 1.87009e-03 bohr
3s dipole shift, particle part: -0.005083 hartree
3s dipole shift, hole part: 0.000707 hartree
3s dipole shift, total: -0.004377 hartree
fitted cut-off radius: 1.8085 bohr
3p1/2 dipole shift, double sum: -0.001738 hartree
3p1/2 shift, cut-off model: -0.001570 hartree
3s-3p1/2 transition energy, DHF: 0.07254 hartree
3s-3p1/2 radial dipole, DHF: 4.51999 bohr
3s-3p1/2 correction, explicit sum: -0.04889 bohr
3s-3p1/2 correction, cut-off model: -0.04770 bohr
3s-3p1/2 correction, no cut-off: -0.05413 bohr
PASS
```
